\section*{Porosity and thickness of porous silicon from three weighings}

\section*{The experiment}

A piece of crystalline silicon is weighed and then anodised in a hydrofluoric-acid electrolyte through a circular opening of diameter $d$. The current dissolves part of the silicon beneath the opening and leaves a porous layer, whose solid part is called the skeleton. The piece is dried and weighed again. The porous layer is then dissolved selectively, and the piece is dried and weighed a third time. The readings, corrected for air buoyancy, are
\begin{align*}
m_1&=728.00~\text{mg} &&\text{before anodisation},\\
m_2&=718.50~\text{mg} &&\text{after anodisation},\\
m_3&=713.40~\text{mg} &&\text{after removal of the layer}.
\end{align*}
Each reading has an independent standard uncertainty $u=0.02$~mg. The diameter is $d=2.00$~cm with standard uncertainty $u_d=0.02$~cm. Silicon has molar mass $M=28.085$~g/mol and a cubic cell of edge $a_0=5.43102$~\AA\ containing eight atoms.

The porosity $P$ is the volume of the pores divided by the whole volume of the layer, pores and skeleton together. The thickness $W$ is measured perpendicular to the surface.

In parts (a) to (d) assume the following.
\begin{itemize}
\item The skeleton has the density $\rho$ of crystalline silicon, and the pores are empty at the second weighing.
\item The outer surface stays where it was during anodisation.
\item The last step removes the whole skeleton and nothing else.
\item Silicon outside the opening loses no mass.
\end{itemize}

\section*{Part (a)}

\textbf{Question.} For a uniform layer, express $P$ and $W$ through the three masses, $\rho$ and the exposed area $A$. Which quantities does each result not need? What happens as $P\to0$ and as $P\to1$?

\textbf{Answer.} The layer occupies the volume $AW$, of which $PAW$ is pore and $(1-P)AW$ is skeleton. Before anodisation the pore volume was filled with silicon, and this silicon is what the first step removes:
\begin{equation}
m_1-m_2=\rho A P W .
\label{eq:pores}
\end{equation}
The second step removes the skeleton:
\begin{equation}
m_2-m_3=\rho A(1-P)W .
\label{eq:skeleton}
\end{equation}
Adding the two equations cancels $m_2$ on the left and $P$ on the right, because $P+(1-P)=1$:
\begin{equation}
m_1-m_3=\rho A W
\quad\Longrightarrow\quad
W=\frac{m_1-m_3}{\rho A}.
\label{eq:W}
\end{equation}
Dividing Eq.~(\ref{eq:pores}) by $m_1-m_3=\rho AW$ cancels $\rho AW$:
\begin{equation}
P=\frac{m_1-m_2}{m_1-m_3}.
\label{eq:P}
\end{equation}

The thickness does not need $m_2$: once the layer is gone, it no longer matters how much of its silicon left in each step. The porosity needs neither $\rho$ nor $A$, since both differences refer to the same material under the same opening.

As $P\to0$ at fixed $W$, $m_2\to m_1$ and the mass is lost in the second step. As $P\to1$, $m_2\to m_3$ and no skeleton is left to strip. Equation~(\ref{eq:W}) then gives the depth of an empty recess, not the thickness of a porous layer.

\section*{Part (b)}

\textbf{Question.} Find $\rho$, $P$ and $W$ for the given data. Also find the mean density of the porous layer and the thickness of solid silicon that would have the same mass as the silicon dissolved during anodisation.

\textbf{Answer.} Eight atoms have mass $8M/N_{\mathrm A}$, where $N_{\mathrm A}$ is the Avogadro constant, and they occupy the volume $a_0^3$. Hence
\begin{equation}
\rho=\frac{8M}{N_{\mathrm A}a_0^3}=2.3290~\text{g/cm}^3 .
\end{equation}
The exposed area is $A=\pi d^2/4=3.1416~\text{cm}^2$. The mass differences are
\begin{align*}
m_1-m_2&=728.00-718.50=9.50~\text{mg},\\
m_2-m_3&=718.50-713.40=5.10~\text{mg},\\
m_1-m_3&=728.00-713.40=14.60~\text{mg}.
\end{align*}
Therefore
\begin{equation}
P=\frac{9.50}{14.60}=0.6507,
\end{equation}
or about 65.1~percent, and
\begin{equation}
W=\frac{14.60\times10^{-3}~\text{g}}
{(2.3290~\text{g/cm}^3)(3.1416~\text{cm}^2)}
=0.001995~\text{cm}=19.95~\mu\text{m}.
\end{equation}
Extra digits are kept here for the later parts; part (d) shows how many are justified.

The mean density of the layer is its skeleton mass divided by its whole volume. By Eq.~(\ref{eq:skeleton}) this is
\begin{equation}
\frac{m_2-m_3}{AW}=(1-P)\rho=0.814~\text{g/cm}^3 .
\end{equation}
The equivalent solid thickness follows from Eq.~(\ref{eq:pores}):
\begin{equation}
\frac{m_1-m_2}{\rho A}=PW=0.6507\times19.95~\mu\text{m}=12.98~\mu\text{m}.
\end{equation}
The layer is thicker than this because the dissolved silicon came from pores spread through a volume that still contains the skeleton. These two numbers restate the same readings, so they are not independent evidence that the assumptions hold.

\section*{Part (c)}

\textbf{Question.} Suppose that the layer is not uniform. Its thickness is $h(x,y)$ and its local porosity is $p(x,y,z)$, with $z$ the depth below the surface. Which averages do the formulas of part (a) give? When does $P$ differ from the plain mean of the porosities of equal areas?

\textbf{Answer.} Equations~(\ref{eq:pores}) and (\ref{eq:W}) hold for each small column of silicon beneath the surface. Summing over the columns gives
\begin{align}
m_1-m_2&=\rho\int_A\!\int_0^{h(x,y)}p\,dz\,dx\,dy,\\
m_1-m_3&=\rho\int_A h(x,y)\,dx\,dy .
\end{align}
Dividing the second line by $\rho A$ shows that $W$ is the mean of $h$ over the area. The ratio of the two lines is the integral of $p$ over the layer divided by the layer volume, so $P$ is the volume-weighted mean porosity.

To compare this with a plain mean, divide the opening into $n$ equal areas with mean thicknesses $h_i$ and porosities $p_i$, each $p_i$ being the pore volume divided by the layer volume under that area, and let $\bar h$ and $\bar p$ be their plain means. Then
\begin{equation}
P=\frac{\sum_i h_ip_i}{\sum_i h_i}
=\frac{1}{n\bar h}\sum_i h_ip_i .
\end{equation}
Expanding the product of deviations gives
\begin{equation}
\frac1n\sum_i(h_i-\bar h)(p_i-\bar p)
=\frac1n\sum_i h_ip_i-\bar h\bar p-\bar h\bar p+\bar h\bar p
=\frac1n\sum_i h_ip_i-\bar h\bar p .
\end{equation}
Solving for the sum of products and dividing by $\bar h$,
\begin{equation}
P=\bar p+\frac{1}{n\bar h}\sum_i(h_i-\bar h)(p_i-\bar p).
\end{equation}
The two means differ when thickness and porosity are correlated. If the thicker regions are also the more porous ones, $P$ lies above $\bar p$.

The numerical output includes a model of this kind: four equal cells, each with one tapering pore, the wider pores being also the deeper ones. The masses give a porosity of 0.2370, in agreement with the known pore volumes, whereas the plain mean of the cell porosities is 0.2025.

\section*{Part (d)}

\textbf{Question.} Find the standard uncertainties of $P$ and $W$ to first order in the measurement errors, neglecting the uncertainty of $\rho$. Which measurement limits each result? What is the effect of a constant offset of the balance?

\textbf{Answer.} Write $a=m_1-m_2$ and $b=m_1-m_3$, so that $P=a/b$. The differences $a$ and $b$ are not independent, because both contain $m_1$. The derivatives must therefore be taken with respect to the three readings:
\begin{align}
\frac{\partial P}{\partial m_1}&=\frac1b-\frac{a}{b^2}=\frac{1-P}{b},\\
\frac{\partial P}{\partial m_2}&=-\frac1b,\\
\frac{\partial P}{\partial m_3}&=+\frac{a}{b^2}=\frac Pb .
\end{align}
The last sign is positive because raising $m_3$ lowers the denominator $b$. Independent errors add in squares:
\begin{equation}
u_P^2=\frac{u^2}{b^2}\left[(1-P)^2+1+P^2\right]
=\frac{u^2}{b^2}\left[2-2P+2P^2\right],
\end{equation}
and hence
\begin{equation}
u_P=\frac ub\sqrt{2(1-P+P^2)} .
\end{equation}
With the data,
\begin{equation}
u_P=\frac{0.02}{14.60}\sqrt{2(1-0.6507+0.6507^2)}=0.0017 .
\end{equation}

For the thickness, insert $A=\pi d^2/4$ into Eq.~(\ref{eq:W}) to get $W=4b/(\pi\rho d^2)$. A small change obeys $\delta W/W=\delta b/b-2\,\delta d/d$. Since $b$ is the difference of two independent readings, $u_b=\sqrt2\,u$, and
\begin{equation}
\left(\frac{u_W}{W}\right)^2
=2\left(\frac ub\right)^2+\left(\frac{2u_d}{d}\right)^2 .
\end{equation}
The balance contributes $\sqrt2\times0.02/14.60=0.19$~percent of $W$, and the diameter contributes $2\times0.02/2.00=2.00$~percent. Together they give $u_W=0.40~\mu$m. The results are
\begin{equation}
P=0.651\pm0.002,\qquad W=(20.0\pm0.4)~\mu\text{m}.
\end{equation}

The balance limits the porosity and the diameter limits the thickness. A better balance would hardly improve $W$. A thinner layer or a smaller opening reduces $b=\rho AW$, so $u_P$ grows as $1/(AW)$ at fixed $P$. The first-order formula for $u_P$ fails when $u$ is no longer small compared with $b$, because $P$ is not linear in $b$. The formula for $u_W$ needs only $u_d$ to be small compared with $d$, because $W$ is proportional to $b$.

A constant offset adds the same amount to all three readings. It cancels in $a$ and in $b$, and so in both results. Simulated readings with random errors and a large common offset reproduce both uncertainties.

\section*{Part (e)}

\textbf{Question.} Let $P'$ and $W'$ be the values obtained from the formulas of part (a). Find the true $P$ and $W$ if one of these faults is present, and evaluate each case:
\begin{enumerate}
\item[(i)] the last step also removes bulk silicon to a depth $\delta=0.50~\mu$m below the layer;
\item[(ii)] the outer surface recedes by $t=0.50~\mu$m during anodisation;
\item[(iii)] skeleton of mass $r=0.20$~mg remains at the third weighing;
\item[(iv)] liquid of mass $q=0.10$~mg is in the pores at the second weighing and gone at the third.
\end{enumerate}
Can the three masses reveal these faults?

\textbf{Answer.} (i) The first mass loss is still $\rho APW$, but the total loss is $\rho A(W+\delta)$. Thus $W'=W+\delta$ and $P'W'=PW$, which give
\begin{equation}
W=W'-\delta,\qquad P=\frac{P'W'}{W'-\delta}.
\end{equation}
The values are $W=19.45~\mu$m and $P=12.98/19.45=0.667$. This counts only the attack beneath the opening. A bath that etches bulk silicon also etches the back and the unexposed front of an immersed piece; if $s$ is the whole mass of bulk silicon lost, $P=a/(b-s)$ and $W=(b-s)/(\rho A)$. For a piece $500~\mu$m thick, $0.50~\mu$m lost from both entire faces would give $W\approx18.0~\mu$m and $P\approx0.72$.

(ii) Let $W$ be the thickness of the porous layer that remains. The solid silicon lost from the surface enters both differences: $m_1-m_2=\rho A(PW+t)$ and $m_1-m_3=\rho A(W+t)$. Thus $W'=W+t$ and $P'W'=PW+t$, so
\begin{equation}
W=W'-t,\qquad P=\frac{P'W'-t}{W'-t}.
\end{equation}
The values are $W=19.45~\mu$m and $P=(12.98-0.50)/19.45=0.642$.

(iii) The third reading is too high by $r$, so the total loss for complete removal would be $b+r=14.80$~mg:
\begin{equation}
P=\frac{a}{b+r}=\frac{9.50}{14.80}=0.642,\qquad
W=\frac{b+r}{\rho A}=20.2~\mu\text{m}.
\end{equation}

(iv) The second reading is too high by $q$, so the silicon lost in anodisation is $a+q=9.60$~mg. The total loss $b$ is unaffected:
\begin{equation}
P=\frac{a+q}{b}=P'+\frac qb=\frac{9.60}{14.60}=0.658,\qquad W=W'.
\end{equation}

Each of these faults shifts the porosity by at least 0.006, which is more than three times $u_P$. The uncertainty found in part (d) describes the scatter of the readings and does not cover such faults.

The three masses cannot reveal them. They supply two independent differences, which are used up in finding $P$ and $W$; any readings with $m_1>m_2>m_3$ give a positive thickness and a porosity between 0 and 1. A further measurement is needed, such as the layer thickness seen on a cross-section of a second piece, anodised in the same way but not stripped; breaking the weighed piece itself could lose chips and spoil $m_3$. A value below $W'$ points to fault (i) or (ii), and a value above $W'$ to fault (iii), provided that the difference exceeds the combined uncertainty and that the section represents the mean over the area. By part (c), $W'$ is an area mean while a section is local: a layer whose thickness rises quadratically with radius to 5~percent more at the rim reads about $0.5~\mu$m below $W'$ at the centre and $0.5~\mu$m above it at the rim, with no fault at all. Here a shift of $0.50~\mu$m is barely larger than $u_W=0.40~\mu$m, so the diameter would have to be measured better first.

The thickness difference alone does not separate (i) from (ii). For equal depths both corrections lower the thickness by the same amount, but the first raises the porosity and the second lowers it. A section through the edge of the opening on the unstripped piece can separate them, because recession leaves a step against the masked surface and over-etching in the last step does not. Fault (iv) leaves $W'$ unchanged and escapes this check; drying the piece until its mass is steady tests only for liquid that can still evaporate. Hydrogen or oxygen bound to the pore walls also adds mass at the second weighing and is not removed by drying. As an estimate, for an internal surface of $200~\text{m}^2/\text{cm}^3$, one oxygen atom per surface silicon atom adds about 0.2~mg to this layer and lowers $P'$ by about 0.015.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Silicon molar mass: 28.085 g/mol
Silicon cell edge: 5.43102 angstrom
Silicon density: 2.3290 g/cm^3
Model porosity from voxel masses: 0.2370
Model porosity from pore volumes: 0.2370
Model plain mean of cell porosities: 0.2025
Model thickness from masses: 132.50 voxel edges
Model mean thickness from geometry: 132.50 voxel edges
Mass before anodisation: 728.00 mg
Mass after anodisation: 718.50 mg
Mass after stripping: 713.40 mg
Uncertainty of each mass: 0.02 mg
Exposed diameter: 2.00 cm
Uncertainty of diameter: 0.02 cm
Exposed area: 3.1416 cm^2
Mass lost in anodisation: 9.50 mg
Skeleton mass: 5.10 mg
Total mass loss: 14.60 mg
Porosity: 0.6507 (fraction)
Porosity: 65.07 percent
Thickness: 0.001995 cm
Thickness: 19.95 um
Mean layer density: 0.8136 g/cm^3
Equivalent solid thickness dissolved: 12.98 um
Porosity uncertainty, formula: 0.00170 (fraction)
Porosity uncertainty, simulated: 0.00170 (fraction)
Relative thickness error from balance: 0.19 percent
Relative thickness error from area: 2.00 percent
Thickness uncertainty, formula: 0.401 um
Thickness uncertainty, simulated: 0.401 um
Assumed over-etch or recession depth: 0.50 um
Over-etch corrected porosity: 0.6674 (fraction)
Over-etch corrected thickness: 19.45 um
Recession corrected porosity: 0.6417 (fraction)
Recession corrected thickness: 19.45 um
Assumed unstripped skeleton: 0.20 mg
Residue corrected porosity: 0.6419 (fraction)
Residue corrected thickness: 20.23 um
Assumed retained liquid: 0.10 mg
Liquid corrected porosity: 0.6575 (fraction)
\end{verbatim}
